# The Friedel–Krein Relation for a Lattice Contact Barrier with Open Leads

A metal touches a heavily doped semiconductor, and a depletion barrier a few nanometres thick forms between them. An electron arriving from either side is partly reflected and partly transmitted. The barrier also changes how many states the system has near the Fermi level, which matters for the charge it holds. With open leads the spectrum is continuous, so single levels cannot be counted before and after. The change in their density is nevertheless finite, and the scattering phases determine it.

## Setting and theorem

Electrons are independent and all densities are per spin. The barrier has $N$ sites and a Hermitian Hamiltonian $H_C$. Each lead mode $a$ is a semi-infinite chain with sites $j=1,2,\dots$, site energy $\varepsilon_a$ and hopping $-t_a$, $t_a>0$. The column $v_a$ holds the Hamiltonian elements between the barrier sites and site 1 of the chain. With $\varphi$ the wavefunction on the barrier and $\psi^a_j$ that in lead $a$,

$$(E-H_C)\varphi=\sum_a v_a\psi^a_1,\qquad (E-\varepsilon_a)\psi^a_1+t_a\psi^a_2=v_a^\dagger\varphi, \tag{1}$$

$$(E-\varepsilon_a)\psi^a_j+t_a(\psi^a_{j+1}+\psi^a_{j-1})=0,\quad j\ge2. \tag{2}$$

Equation (2) is solved by $z_a^{\pm j}$ with $E-\varepsilon_a=-t_a(z_a+z_a^{-1})$. For $\mathrm{Im}\,E>0$ we choose $|z_a|<1$. On the real axis this becomes $z_a=e^{ik_a}$ with $0<k_a<\pi$ inside the band (an open mode), because $dE/dk_a=2t_a\sin k_a$ must be positive if $\mathrm{Im}\,E>0$ is to give decay. Outside the band $z_a$ is real (a closed mode). Here $k_a$ is the phase per site.

In an open mode we write

$$\psi^a_j=\frac{A_az_a^{-j}+B_az_a^{j}}{\sqrt{2t_a\sin k_a}},\qquad B=SA. \tag{3}$$

The current of a wave $cz^j$ is $(2t/\hbar)\,\mathrm{Im}(\psi_j^*\psi_{j+1})=2t\sin k\,|c|^2/\hbar$, so the root gives every mode the same flux per unit amplitude, and $S$ is unitary. Phases refer to $j=0$, one step before the first lead site.

**Theorem.** Let $E$ lie in a range with a fixed number $M\ge1$ of open modes, away from band edges and bound states. Let $H$ be the joined system and $H_{\rm cut}$ the detached leads without the barrier sites. Then

$$\Delta\rho(E)\equiv-\frac1\pi\lim_{\eta\to0^+}\mathrm{Im}\,\mathrm{Tr}\left[\frac1{E+i\eta-H}-\frac1{E+i\eta-H_{\rm cut}}\right]=\frac1{2\pi i}\frac{d}{dE}\ln\det S(E). \tag{4}$$

The trace runs over the barrier and the leads. The right side is therefore not the density of states on the barrier sites alone.

## Three lemmas

**Lemma 1 (detached lead).** Let $g_a$ be the Green function of detached chain $a$. Then $(g_a)_{j1}=-z_a^j/t_a$.

*Proof.* For $\mathrm{Im}\,E>0$ the decaying solution is $cz^j$. With a unit source at site 1, $(E-\varepsilon)cz+tcz^2=-tc(z^2+1)+tcz^2=-tc=1$, so $c=-1/t$. ∎

Write $g_a^s=-z_a/t_a$ for the surface element. Since $dg/dE=-g^2$ and $g$ is symmetric,

$$\frac{dg_a^s}{dE}=-\sum_{j\ge1}(g_a)_{1j}(g_a)_{j1}=-\frac1{t_a^2}\sum_{j\ge1}z_a^{2j}. \tag{5}$$

**Lemma 2 (trace).** Define $\Sigma=\sum_av_ag_a^sv_a^\dagger$, $G=(E-H_C-\Sigma)^{-1}$ and $D=\det(E-H_C-\Sigma)$. Then $\Delta\rho=-\pi^{-1}\,d\arg D/dE$.

*Proof.* Take $\mathrm{Im}\,E>0$. Let $V$ be the full coupling from leads to barrier and $g$ the Green function of all detached leads. The blocks of the full Green function obey

$$(E-H_C)G_{CL}=VG_{LL},\qquad G_{LL}=g+gV^\dagger G_{CL}.$$

Inserting the second in the first gives $(E-H_C-VgV^\dagger)G_{CL}=Vg$. As $V$ touches the first site of each chain and no other, $VgV^\dagger=\Sigma$. Hence $G_{CL}=GVg$ and $G_{LL}-g=gV^\dagger GVg$. The same elimination gives $G_{CC}=G$. The trace in (4) is therefore

$$\mathrm{Tr}\,G+\sum_av_a^\dagger Gv_a\,(g_a^2)_{11}=\mathrm{Tr}\left[G\left(1-\frac{d\Sigma}{dE}\right)\right]=\frac{d\ln D}{dE},$$

by (5) and then $d\ln\det X=\mathrm{Tr}(X^{-1}dX)$. Now let $\mathrm{Im}\,E\to0^+$. Away from band edges $\Sigma$ is smooth. If $D$ vanished, some $\varphi\ne0$ would obey $(H_C+\Sigma)\varphi=E\varphi$; the imaginary part of $\varphi^\dagger(E-H_C-\Sigma)\varphi=0$ would force $v_a^\dagger\varphi=0$ for each open mode. That is a bound state, which is excluded. The limit exists, and its imaginary part is $d\arg D/dE$. ∎

**Lemma 3 (scattering matrix).** Let $W$ have the columns $w_a=v_a\sqrt{2\sin k_a/t_a}$ for open modes. Then $S=-1+iW^\dagger GW$.

*Proof.* Continue the lead wave to $j=0$ by requiring (2) at $j=1$. Comparison with (1) gives $v_a^\dagger\varphi=-t_a\psi^a_0$. For an open mode $\psi^a_0=(A_a+B_a)/\sqrt{2t_a\sin k_a}$, so

$$B_a=-A_a-\sqrt{\frac{2\sin k_a}{t_a}}\,v_a^\dagger\varphi=-A_a-w_a^\dagger\varphi. \tag{6}$$

From (3), using $z^{-1}-z=-2i\sin k$,

$$\psi^a_1=z_a\psi^a_0+\frac{A_a(z_a^{-1}-z_a)}{\sqrt{2t_a\sin k_a}}=g_a^sv_a^\dagger\varphi-i\sqrt{\frac{2\sin k_a}{t_a}}\,A_a.$$

A closed mode has the first term alone. Inserting this in (1) gives $(E-H_C-\Sigma)\varphi=-iWA$, hence $\varphi=-iGWA$, and (6) becomes $B=(-1+iW^\dagger GW)A$. ∎

## Proof of the theorem

Since $g_a^s-g_a^{s*}=-2i\sin k_a/t_a$ for open modes and zero for closed ones, $\Gamma\equiv i(\Sigma-\Sigma^\dagger)=WW^\dagger$. The identity $\det(1-XY)=\det(1-YX)$ gives

$$\det S=(-1)^M\det(1-iW^\dagger GW)=(-1)^M\det(1-i\Gamma G).$$

Next, $1-i\Gamma G=(G^{-1}-i\Gamma)G$. Because $-i\Gamma=\Sigma-\Sigma^\dagger$, the bracket is $E-H_C-\Sigma^\dagger=(G^{-1})^\dagger$, with determinant $D^*$. Therefore

$$\det S=(-1)^M\frac{D^*}{D}=(-1)^Me^{-2i\arg D}. \tag{7}$$

The sign is constant while $M$ is fixed. Differentiation gives $(2\pi i)^{-1}d\ln\det S/dE=-\pi^{-1}d\arg D/dE$, which is $\Delta\rho$ by Lemma 2. ∎

**Remark (phase origin).** If the phase origin of lead $a$ moves outward by $\ell$ sites, $\det S$ gains the factor $e^{2ik_a\ell}$, and the right side of (4) gains $(\ell/\pi)\,dk_a/dE$. This is the bulk density of $\ell$ lead sites. The choice of origin is thus part of the choice of reference system.

## Two special cases

**Corollary 1.** Suppose $H_C$ and all $v_a$ are real.

With two open modes, $G$ and hence $S$ are symmetric. Let $\tau\neq0$ be the transmission amplitude. The off-diagonal element of $S^\dagger=S^{-1}$ reads $\tau^*=-\tau/\det S$, so $\det S=-\tau/\tau^*$ and

$$\Delta\rho=\frac1\pi\frac{d\arg\tau}{dE}. \tag{8}$$

With one open mode, $\det S=r$ has unit modulus and $\Delta\rho=(2\pi)^{-1}d\arg r/dE$.

**No barrier at all.** Let the $N$ sites continue two identical leads. The two phase origins are then barrier sites 1 and $N$, so $\tau=e^{ik(N-1)}$ and $\Delta\rho=[(N-1)/\pi]\,dk/dE$. This is the bulk density of $N-1$ sites, although $N$ were added. The case $N=1$ shows where the missing state is. Inside the band $D=E-\varepsilon+2te^{ik}=2it\sin k$, with constant phase $\pi/2$. Below the band $D<0$ has phase $\pi$, and above it $D>0$ has phase 0. Half a state sits at each band edge, where $D=0$ and the theorem does not apply.

## Where the excess states are

Site $j$ of an open lead contributes $-\pi^{-1}\mathrm{Im}[v_a^\dagger Gv_a\,z_a^{2j}/t_a^2]$. Lemma 3 gives $v_a^\dagger Gv_a=t_a(1+S_{aa})/(2i\sin k_a)$, so

$$\Delta\rho_{a,j}=\frac{\mathrm{Re}[(1+S_{aa})e^{2ik_aj}]}{2\pi t_a\sin k_a}. \tag{9}$$

At fixed energy this oscillation does not decay with distance. The limit $\eta\to0^+$ in (4) supplies a smooth cutoff, with $\sum_jz^{2j}=z^2/(1-z^2)=iz/(2\sin k)$. The lead total is

$$\Delta\rho_a=-\frac{\mathrm{Im}[(1+S_{aa})e^{ik_a}]}{4\pi t_a\sin^2k_a}. \tag{10}$$

Stopping sharply at site $J$ multiplies the geometric sum by $1-z^{2J}$. This leaves a ripple of amplitude $|1+S_{aa}|/(4\pi t_a\sin^2k_a)$ for every $J$.

## Counting electrons

**Corollary 2.** Define $\xi(E)=-[\arg D(E+i0)-\arg D(-\infty)]/\pi$, with the phase followed continuously. At fixed chemical potential and with Fermi function $f$, the number of added electrons per spin is

$$\Delta N=\int f\,d\xi=\int\left(-\frac{df}{dE}\right)\xi(E)\,dE. \tag{11}$$

*Proof.* By Lemma 2, $\xi$ accumulates $\Delta\rho$. Just above the real axis, passing a simple bound-state zero of $D$ lowers $\arg D$ by $\pi$ and raises $\xi$ by one, so bound states are counted too. Integration by parts leaves no boundary term: $\xi(-\infty)=0$, while $f$ vanishes at high energy, where $D\to E^N$ gives $\xi=N$. ∎

At zero temperature $\Delta N=\xi(E_F)$, the Friedel sum rule. Subtracting $\xi$ for a contact with the same sites and hoppings but no barrier potential isolates the effect of that potential.

## A contact in numbers

Take a metal on heavily doped (100) n-type silicon, with rough values: barrier $0.6$ eV above the Fermi level, donor density $N_D=10^{20}$ cm$^{-3}$, relative permittivity 11.7, and normal mass $m=0.2\,m_0$ for four of the six valleys. The Fermi level, our zero of energy, lies $0.07$ eV above the bulk band edge. The band bending is $V_b=0.67$ eV, and the depletion width is

$$L=\sqrt{\frac{2\epsilon_r\epsilon_0V_b}{e^2N_D}}=2.94\ \text{nm}.$$

Sites $d=0.25$ nm apart give $N=12$, with potential $V_b(1-x_n/L)^2$ at $x_n=(n-\tfrac12)d$. The semiconductor hopping is $t_s=\hbar^2/(2md^2)=3.048$ eV and its bulk site energy is $-0.07+2t_s=6.026$ eV. The metal is a single chain with site energy 0 and hopping $2.5$ eV. The interface hopping has magnitude $\sqrt{2.5\times3.048}=2.760$ eV.

At the Fermi level $\cos k_s=6.026/(2\times3.048)$, so $k_s=0.152$. Solving the matching equations numerically gives a transmission probability $T=|\tau|^2=0.0151$. This value belongs to the lattice with 0.25 nm spacing and is not a converged continuum result. A central energy difference of the phase of $\det S$ gives $\Delta\rho=2.75$ eV$^{-1}$. Inverting the $12\times12$ matrix for $G$ gives the spatial parts:

$$2.159\ (\text{barrier})-0.021\ (\text{metal})+0.612\ (\text{semiconductor})=2.750\ \text{eV}^{-1}.$$

The 12 sites hold 78% of the total, but most of this lies on the last four, where the potential is below $0.07$ eV and the electron is classically allowed: they carry $1.65$ eV$^{-1}$, against $0.51$ eV$^{-1}$ on the eight sites under the barrier. A sharp cutoff in the semiconductor would leave a ripple of amplitude $2.04$ eV$^{-1}$, over three times that lead's contribution. Its period is $\pi/k_s=20.7$ sites, or $5.2$ nm.

Without the barrier potential $\Delta\rho=3.94$ eV$^{-1}$, so the potential changes the density by $-1.19$ eV$^{-1}$. At other energies:

| $E$ (eV) | $T$ | $\Delta\rho$ (eV$^{-1}$) | change due to potential (eV$^{-1}$) |
|---:|---:|---:|---:|
| −0.3 | 0 | 0.034 | −0.039 |
| 0 | 0.015 | 2.75 | −1.19 |
| 0.3 | 0.129 | 1.79 | +0.07 |
| 0.7 | 0.365 | 1.37 | +0.17 |

At $-0.3$ eV the semiconductor mode is closed, and the small excess follows from the metal's reflection phase. The potential lowers the density at the Fermi level and raises it at $0.3$ and $0.7$ eV.

Following $\arg D$ from below the metal band gives a potential-induced change in $\xi(0)$ of $-0.259$. At 300 K, (11) gives $0.528$ added electrons with the potential and $0.771$ without it, a change of $-0.244$. The barrier thus displaces about a quarter of an electron per spin in this one mode, which has no transverse energy, at fixed chemical potential. Modes with transverse energy have a different filling and need their own calculation.

## The model beside a real contact

The one-mode metal does not represent the band structure of a real metal. The largest computed change comes from the two valleys with normal mass $0.9\,m_0$: with the potential held fixed and the hoppings recalculated, $T$ falls to $2.7\times10^{-4}$, a factor of 57 on this lattice (about 70 when the spacing is refined at fixed masses and metal band bottom), and $\Delta\rho$ rises to $4.6$ eV$^{-1}$. The peak field $F=2V_b/(eL)$ is $4.6$ MV/cm, for which the estimate $e\sqrt{eF/(4\pi\epsilon_r\epsilon_0)}$ gives an image-force lowering of $0.24$ eV. Adding $-e^2/(16\pi\epsilon_r\epsilon_0x_n)$ on the 12 sites raises $T$ to $0.024$ and $\Delta\rho$ to $2.9$ eV$^{-1}$. These are again lattice values: the lowered maximum lies about one site from the interface, and on the refined lattice $T$ goes from $0.021$ to about $0.034$.

Decay in the gap can also be weaker than a single parabolic band implies. At depth $u$ below the band edge, a simple two-band form replaces $u$ by $u(1-u/E_g)$ in the squared decay constant. With a rough gap $E_g=1.1$ eV, the WKB exponent (twice the integrated decay constant) drops from $4.19$ to $3.50$, doubling the exponential factor. Silicon's gap is indirect, so the two-band form gives only a rough indication of the size of this effect. Averaging $T$ with $-df/dE$ at 300 K gives $0.016$, a small change for this one mode. A planar contact weights the normal energy by $f$ instead, and $\int Tf\,dE$ is about a third larger at 300 K than at zero temperature for the same Fermi level. At $E=-0.035$ eV, a rough stand-in for an electron with half its kinetic energy transverse, $T=0.009$. At zero bias the bending is 0.61 of the gap, so the valence band at the interface does not overlap the bulk conduction band in energy, and interband tunnelling has no window.

The smooth depletion potential is also only an approximation. The mean donor spacing $N_D^{-1/3}=2.2$ nm is close to the barrier width, so the local barrier must vary from place to place; its effect on $T$ is not computed here. The Thomas–Fermi screening length, $\sqrt{2\epsilon_r\epsilon_0(0.07\ \text{eV})/(3e^2N_D)}=0.55$ nm, is 19% of $L$ in this zero-temperature form (about 21% at 300 K), so the depletion edge is not sharp. A potential from Poisson's equation with the local electron density at 300 K moves the turning point from $2.0$ to $2.2$ nm and lowers $T$ from $0.015$ to about $0.009$.

Inelastic scattering breaks the theorem more basically: the elastic $S$ is then no longer unitary, and (7) fails. Electron interactions can be included at mean-field level by using the self-consistent potential in $H_C$, provided the leads beyond the chosen region keep their bulk form.
